\section*{Telling inverse-root from inverse-radius coalescence stress with ten percent errors}

\section*{Problem}

When separate islands on a substrate grow until they touch, closing the last gaps stretches them and leaves a tensile stress $\sigma$. Two simple models give
\begin{equation}
\sigma=A R^{-p},\qquad p=\tfrac12\quad\hbox{or}\quad p=1,
\label{eq:law}
\end{equation}
where $R$ is the island radius at coalescence. The prefactor $A$ is unknown, but it is the same for all samples. Each stress has an independent Gaussian relative error of standard deviation $s=0.10$. The radii are first taken as accurately known.

\begin{enumerate}
\item Show how the two exponents arise.
\item Find the ratio $R_{\max}/R_{\min}$ at which two stresses, one at each radius, separate the exponents by two standard deviations.
\item Find the ratio at which a decision between the laws has a margin of two standard deviations, whichever law is true.
\item Apply both criteria to six logarithmically spaced radii starting at 10 nm.
\end{enumerate}

Items 2 and 3 differ. A separation of two standard deviations between the expected exponents leaves only one standard deviation between each of them and their midpoint.

\section*{Where the two exponents come from}

Take square islands of side $2R$ and height $h$, so that $R$ is half the side. They can slide on the substrate, and their strain is uniform. Closing a gap $\delta$ in both in-plane directions requires the strain and stress
\begin{equation}
\varepsilon=\frac{\delta}{2R},\qquad
\sigma=M\varepsilon=\frac{M\delta}{2R}.
\label{eq:gap}
\end{equation}
Here $M$ is the biaxial modulus, the ratio of stress to strain when both in-plane strains are equal and the top surface is free. If surfaces attract across a gap of fixed width, set by the range of interatomic forces, then $\delta$ does not depend on $R$ and $p=1$.

The other law follows from an energy bound. Both in-plane stresses do work, so the elastic energy per volume is
\begin{equation}
\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2=\frac{\sigma^2}{M}.
\end{equation}
Before closure an island has four side faces, each of area $2Rh$ and surface energy $\gamma_s$. After closure it has four grain boundaries, each shared with a neighbour, hence two per island, with energy $\gamma_{gb}$. Division by the film area $(2R)^2$ of one island gives the energy released per area:
\begin{equation}
\frac{8Rh\gamma_s-4Rh\gamma_{gb}}{4R^2}
=\frac{h}{R}(2\gamma_s-\gamma_{gb})
\equiv\frac{h\,\Delta\gamma}{R}.
\end{equation}
Closure lowers the energy if the elastic cost $h\sigma^2/M$ is smaller than this. The height cancels, and the largest stress and gap are
\begin{equation}
\sigma_{\max}=\sqrt{\frac{M\Delta\gamma}{R}},\qquad
\delta_{\max}=\frac{2R\sigma_{\max}}{M}
=2\sqrt{\frac{\Delta\gamma R}{M}}.
\label{eq:bound}
\end{equation}
If islands close at this bound, or at a fixed fraction of it, then $p=1/2$. The bound alone does not say that they do. For these flat-sided, uniformly strained islands a closed gap $\delta\propto R^q$ inserted in \eqref{eq:gap} gives $p=1-q$, so within this model the exponent measures how the closed gap grows with island size. The link does not carry over to rounded islands. If two spheres of plane-strain modulus $E'$ zip together over a disc of radius $a\ll R$, the elastic energy scales as $E'a^5/R^2$ and the energy released as $\Delta\gamma\,a^2$. The balance gives $a^3\propto\Delta\gamma R^2/E'$, a force $\propto E'a^3/R\propto\Delta\gamma R$ and a mean stress $\propto\Delta\gamma/R$. This is $p=1$ from an energy argument, with a gap $a^2/R\propto R^{1/3}$ at the contact edge. A measured $p=1$ therefore does not by itself identify a fixed gap.

\section*{First estimate by scaling}

Let the two laws agree at $R_{\min}$. At a radius larger by the factor $\rho=R_{\max}/R_{\min}$, their predictions differ by the factor
\begin{equation}
\frac{\rho^{-1/2}}{\rho^{-1}}=\rho^{1/2}.
\end{equation}
The logarithm of this factor is $\frac12\ln\rho$. A relative error $s$ is, to first order, an error $s$ in the logarithm of the stress. Asking for two such errors gives
\begin{equation}
\tfrac12\ln\rho\simeq2s,\qquad
\rho\simeq e^{4s}=e^{0.4}\simeq1.49.
\label{eq:estimate}
\end{equation}
The estimate shows that the ratio of radii matters, not their difference. It also treats the stress at $R_{\min}$ as if it had no error.

\section*{Solution by least squares}

\subsection*{The error of the exponent}

Put $x_i=\ln R_i$ and $y_i=\ln\sigma_i$ for $N$ measurements. If the relative error of a stress is $\epsilon_i$, then
\begin{equation}
y_i=\ln A-p x_i+\eta_i,\qquad
\eta_i=\ln(1+\epsilon_i)
=\epsilon_i-\frac{\epsilon_i^2}{2}+\frac{\epsilon_i^3}{3}-\cdots .
\label{eq:log}
\end{equation}
For Gaussian $\epsilon$ the variance of the second term is $\frac14(3s^4-s^4)=s^4/2$. Twice the covariance of the first and third terms is $\frac23(3s^4)=2s^4$. The covariance of the first and second terms vanishes because it contains an odd moment. Thus
\begin{equation}
\operatorname{var}\eta=s^2+\tfrac52s^4+\cdots,\qquad
s_\eta=s\left(1+\tfrac54s^2+\cdots\right).
\end{equation}
For $s=0.10$ the spread is $0.1013$, so $s_\eta=s$ is good to about one percent. The mean of $\eta$ is the same for every point and only changes the fitted $A$.

Now minimise $\sum_i(y_i-a+px_i)^2$ over $a$ and $p$. The derivative with respect to $a$ gives $a=\bar y+p\bar x$, where bars denote means over the data. After this substitution the residuals are $(y_i-\bar y)+p(x_i-\bar x)$. Setting the derivative with respect to $p$ to zero gives
\begin{equation}
\hat p=-\frac1S\sum_i(x_i-\bar x)y_i,\qquad
S=\sum_i(x_i-\bar x)^2.
\label{eq:fit}
\end{equation}
The term in $\bar y$ has dropped out because $\sum_i(x_i-\bar x)=0$. Inserting \eqref{eq:log}, and using $\sum_i(x_i-\bar x)x_i=S$, we find
\begin{equation}
\hat p=p-\frac1S\sum_i(x_i-\bar x)\eta_i,\qquad
\operatorname{var}\hat p=\frac{s^2}{S^2}\sum_i(x_i-\bar x)^2=\frac{s^2}{S}.
\end{equation}
The exponents differ by $1/2$. Their separation in standard deviations of $\hat p$ is therefore
\begin{equation}
Z=\frac{1/2}{s/\sqrt S}=\frac{\sqrt S}{2s},\qquad S=4Z^2s^2.
\label{eq:Z}
\end{equation}
A common calibration factor in the stresses adds a constant to every $y_i$ and leaves $\hat p$ unchanged.

The same $Z$ measures the misfit of the wrong law. Fit noise-free data of one law with the other, leaving the prefactor free. The residuals are $\pm\frac12(x_i-\bar x)$, so
\begin{equation}
\chi^2=\frac{1}{s^2}\sum_i\frac{(x_i-\bar x)^2}{4}=\frac{S}{4s^2}=Z^2.
\end{equation}

\subsection*{Two stresses}

Let $L=\ln(R_{\max}/R_{\min})$. Two points lie at distances $L/2$ from their mean, so $S=2(L/2)^2=L^2/2$. Equation \eqref{eq:Z} gives
\begin{equation}
L=2\sqrt2\,Zs,\qquad
\frac{R_{\max}}{R_{\min}}=e^{2\sqrt2\,Zs}.
\label{eq:two}
\end{equation}

Criterion (a) places the expected exponents two standard deviations apart, $Z=2$:
\begin{equation}
\frac{R_{\max}}{R_{\min}}=e^{4\sqrt2\,s}=1.76 .
\end{equation}
Criterion (b) places the midpoint $p=3/4$ two standard deviations from either law, $Z=4$:
\begin{equation}
\frac{R_{\max}}{R_{\min}}=e^{8\sqrt2\,s}=3.10 .
\end{equation}
Doubling $Z$ doubles $L$ and squares the ratio. With the spread $0.1013$ in place of $0.10$, the ratios become $1.77$ and $3.15$.

Criterion (a) answers item 2, but it is a weak test. Suppose $p=1$ is true, and the law $p=1/2$ is rejected when $\hat p$ exceeds $1/2$ by more than two standard deviations. The threshold then lies at $\hat p=1$, the centre of the true distribution, and rejection succeeds only about half the time. Under (b), choosing the law nearer to $\hat p$ fails when the error exceeds two standard deviations in one direction. For a Gaussian this has probability $2.28$ percent. For two stresses with Gaussian relative errors of $0.10$ the exact rate at the ratio $3.10$ is $2.46$ percent, and $2.28$ percent needs the ratio $3.16$.

\subsection*{More stresses}

Where should $N$ radii be placed in a given range? Let $m$ be the midpoint of the range in $x$. A sum of squared distances is smallest about the mean, and no point is farther than $L/2$ from $m$. Hence
\begin{equation}
S\le\sum_i(x_i-m)^2\le\frac{NL^2}{4}.
\end{equation}
For even $N$ equality is reached with half the points at each end, and then \eqref{eq:Z} gives
\begin{equation}
L_{\rm ends}=\frac{4Zs}{\sqrt N}.
\label{eq:ends}
\end{equation}

For equal steps in $\ln R$, write $x_i-\bar x=[i-(N+1)/2]\,L/(N-1)$ with $i=1,\ldots,N$. The sum of the squared brackets is
\begin{equation}
\frac{N(N+1)(2N+1)}6-\frac{N(N+1)^2}4
=\frac{N(N^2-1)}{12}.
\end{equation}
Multiplication by $L^2/(N-1)^2$ and use of \eqref{eq:Z} give
\begin{equation}
S=\frac{L^2N(N+1)}{12(N-1)},\qquad
L_{\rm even}=2Zs\sqrt{\frac{12(N-1)}{N(N+1)}}.
\label{eq:even}
\end{equation}
For $N=2$ and $N=3$ the roots are equal: a third point at the centre has no lever arm and does not sharpen the exponent. For large $N$, $L_{\rm even}$ approaches $\sqrt3\,L_{\rm ends}$, so at fixed range even spacing needs three times as many measurements.

For six stresses the required ratios under (a) and (b) are $1.39$ and $1.92$ with three at each end, but $1.61$ and $2.60$ with even spacing. End points can already show that neither law fits, when $\hat p$ lies far from both. What they cannot show is a departure from a power law, since a power law can join any two positive mean stresses. Intermediate radii can, but six of them at $s=0.10$ do so only weakly: in the even design for (b), a $\chi^2$ test at the 5 percent level detects a 27 percent step in the middle of the range in about 17 percent of cases.

\section*{Comparison with the estimate}

The estimate \eqref{eq:estimate} gave $L=4s$. For two stresses and $Z=2$ the solution is $L=4\sqrt2\,s$. The factor $\sqrt2$ comes from the error of the stress at $R_{\min}$, which the estimate ignored. For $N$ stresses split between the ends, $L_{\rm ends}=8s/\sqrt N$ falls to $4s$ at $N=4$: averaging two stresses at each end reduces the error of their logarithmic difference from $\sqrt2\,s$ to $s$.

A comparison without logarithms shows how much the answer depends on convention. For two stresses the ratio $\sigma(R_{\min})/\sigma(R_{\max})$ should be $\sqrt\rho$ or $\rho$, with relative error $\sqrt2\,s$ to first order. If the error is taken relative to the prediction of $p=1/2$, two standard deviations mean
\begin{equation}
\rho-\sqrt\rho=2\sqrt2\,s\sqrt\rho
\quad\Longrightarrow\quad
\sqrt\rho=1+2\sqrt2\,s,\qquad \rho=1.65.
\end{equation}
If it is taken relative to the prediction of $p=1$,
\begin{equation}
\rho-\sqrt\rho=2\sqrt2\,s\rho
\quad\Longrightarrow\quad
\frac1{\sqrt\rho}=1-2\sqrt2\,s,\qquad \rho=1.94.
\end{equation}
With $u=2\sqrt2\,s$, the two values of $\ln\rho$ are $2\ln(1+u)=2u-u^2+\cdots$ and $-2\ln(1-u)=2u+u^2+\cdots$. The logarithmic result is $2u$. All three agree to first order in $s$. The logarithmic form is preferable here because it gives both laws the same error.

\section*{Six radii starting at 10 nm}

The example uses rough parameters in the regime of a bcc tungsten film: $C_{11}=520$, $C_{12}=205$ and $C_{44}=160$ GPa, $\gamma_s=3$ and $\gamma_{gb}=1$ J/m$^2$, and a fixed closed gap of $0.10$ nm. Tungsten suits the problem because it is nearly isotropic elastically. For a (001) film, zero stress along the normal requires $\varepsilon_z=-2C_{12}\varepsilon/C_{11}$, so
\begin{equation}
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=563\ \hbox{GPa}.
\end{equation}
The corresponding (111) value is $569$ GPa. The difference of about one percent is small beside the stress error, so grain orientation hardly disturbs $A$ through the modulus. Surface energies also depend on orientation: raising $\gamma_s$ from $3.0$ to $3.6$ J/m$^2$ would raise $A$ in the inverse-root law by 11 percent. The samples should therefore have the same texture.

Equation \eqref{eq:even} with $N=6$ gives
\begin{align}
\hbox{(a)}\quad L&=0.4\sqrt{60/42}=0.478,&R_{\max}&=16.1\ \hbox{nm},\\
\hbox{(b)}\quad L&=0.8\sqrt{60/42}=0.956,&R_{\max}&=26.0\ \hbox{nm}.
\end{align}
The exponent has standard deviation $0.25$ in (a) and $0.125$ in (b).

In 200\,000 simulated data sets with Gaussian relative errors, criterion (a) rejected the wrong law in $49.9$ percent of cases. Under (b) the midpoint rule chose wrongly in $2.5$ percent, for either true law. A Gaussian with the slightly larger spread $s_\eta$ gives $2.42$ percent. Integration over the exact distribution of the errors gives $2.44$ percent. The simulated rate has a sampling error of $0.035$ percentage point and lies about two such errors above this value.

One simulated set for design (b), drawn from the inverse-radius law, is:
\begin{center}
\begin{tabular}{ccc}
$R$ (nm) & $M\delta/2R$ (GPa) & simulated $\sigma$ (GPa)\\
10.00 & 2.817 & 2.773\\
12.11 & 2.327 & 2.220\\
14.66 & 1.922 & 2.240\\
17.75 & 1.587 & 1.705\\
21.49 & 1.311 & 1.381\\
26.02 & 1.083 & 1.047
\end{tabular}
\end{center}
The centred logarithms are $(-5,-3,-1,1,3,5)L/10$, and $S=0.640$. Pairing opposite points in \eqref{eq:fit} gives
\begin{equation}
\hat p=\frac{0.0956}{0.640}
\left[5\ln\frac{2.773}{1.047}+3\ln\frac{2.220}{1.381}
+\ln\frac{2.240}{1.705}\right]=0.98 .
\end{equation}
This is $0.15$ standard deviations below $p=1$ and $3.85$ above $p=1/2$. With the prefactor free, five degrees of freedom remain for each law; $\chi^2$ is $2.95$ for $p=1$ and $17.75$ for $p=1/2$. The data select the law from which they were drawn.

\section*{What can spoil the decision}

The random error of the exponent shrinks with more data over a given range, but the shift caused by a stress bias that varies with $R$ need not. If relaxation or calibration multiplies the stress by $R^{1/4}$, a true $p=1$ appears as $3/4$. Over design (b) this is a change by the factor $e^{0.956/4}\simeq1.27$. A drift of 27 percent that follows this power law thus uses up the whole margin. Other forms of drift have different effects: an upward step by the same factor between the third and fourth radii lowers the exponent by $0.32$, more than the margin.

Suppose next that each $\ln R_i$ has an independent error $e_i$ of standard deviation $r=0.05$. Relative to the recorded radius, the law acquires an extra scatter $pe_i$, so the effective error is $\sqrt{s^2+p^2r^2}$, or $0.112$ for $p=1$. There is also a bias. With $t=\sum_i(x_i-\bar x)e_i/S$ and $v=\sum_i(e_i-\bar e)^2/S$, the fitted exponent without stress errors is
\begin{equation}
\hat p=p\,\frac{1+t}{1+2t+v}
=p\,(1-t-v+2t^2+\cdots).
\end{equation}
Since $\langle t\rangle=0$, $\langle t^2\rangle=r^2/S$ and $\langle v\rangle=(N-1)r^2/S$, the mean shift is $-p(N-3)r^2/S$. For $p=1$ this is $-0.0117$; simulation gave $-0.0120$ and a standard deviation of $0.141$. Using the larger effective error for both laws raises the ratio in (b) from $2.60$ to $2.91$, before correction for the bias.

A constant stress is not absorbed by $A$. A thermal expansion mismatch of $2\times10^{-6}$ K$^{-1}$ over $100$ K, both rough values, gives $0.113$ GPa. Added as tension to the fixed-gap stresses, it makes $p=1$ read $0.938$. Added as compression to an inverse-root law with the same stress at 10 nm, it makes $p=1/2$ read $0.527$.

Elastic softening is smaller for the fixed gap, whose largest strain is $0.5$ percent. With $\sigma=M\varepsilon(1-5\varepsilon)$, where the coefficient 5 is a rough choice, $p=1$ reads $0.984$. For stresses at the energy bound the linear strain reaches $3$ percent, and $p=1/2$ reads $0.450$, which moves it away from the midpoint.

These shifts can act together. For $p=1$, radius errors, thermal tension and softening lower the exponent by about $0.012+0.062+0.016=0.090$ if they simply add. The margin of $0.25$ becomes $0.16$, only about $1.1$ standard deviations at the enlarged spread of $0.141$. The thermal stress should therefore be subtracted, and the radius range widened beyond the ideal value.

For a real tungsten film, stresses of a few GPa are a plausible size, but the energy bound of $16.8$ GPa at 10 nm is far above typical film stresses. It is a ceiling, not a prediction. The fixed gap lies well below the largest closable gap, $0.60$ nm at that radius. Real islands are bonded to the substrate, vary in size and relax while they grow. If the facing sides are flat and close completely, and the shapes, including the ratio of height to radius, and the relative size distributions are the same in all samples, linear elasticity changes only $A$ in the fixed-gap law. For curved sides this fails, because the closed region depends on $\delta/R$: spheres closed up to a fixed gap have $a=\sqrt{\delta R}$, a force $\propto a^3/R$ and $p=3/2$. If these vary with $R$, the exponent can shift. That shift must stay well below the margin of $0.25$. Changing the growth temperature to obtain different radii can cause such a drift and also changes the thermal stress. A surface-stress term $f/h$ scales as $1/R$ at fixed shape: added with a rough $f=3$ N/m to an inverse-root law of $2.8$ GPa at 10 nm, it makes $p=1/2$ read $0.54$ for $h=R$ and $0.57$ for $h=R/2$. The midpoint rule also assumes that one of the two laws is true; a true exponent of $2/3$ would be called $1/2$ in about three cases out of four. The calculated range is therefore a lower limit for choosing between these two exponents, for samples that differ in island size while the other conditions stay fixed. The numerical output below gives the remaining values.

\section*{Computed results}
\begin{verbatim}
relative stress error s = 0.10; spread of ln stress = 0.10130
R_max/R_min needed (a: Z=2, b: Z=4)
 two single stresses: a 1.761, b 3.100
 same, finite-s spread: a 1.774, b 3.146
 3 log-spaced radii: a 1.761, b 3.100
 6 log-spaced radii: a 1.613, b 2.602
 10 log-spaced radii: a 1.486, b 2.209
 6 stresses, 3 at each end: a 1.386, b 1.922
 raw ratio, two stresses, Z=2: error from p=1/2 1.646, from p=1 1.944
ln range L, 6 log-spaced: a 0.4781, b 0.9562
sum S, 6 log-spaced: a 0.1600, b 0.6400
exponent standard deviation: a 0.2500, b 0.1250
radii from 10.0 nm: a to 16.13 nm, b to 26.02 nm
simulated trials: 200000
 a: wrong law rejected at 2 sd in 49.9 %
 b: wrong choice, true p=1 2.51 %, true p=1/2 2.50 %
 b: wrong choice expected 2.42 % (ideal Gaussian 2.28 %)
rough W inputs: C11 520, C12 205, C44 160 GPa
 gamma_s 3.0, gamma_gb 1.0 J/m^2, fixed gap 0.10 nm
biaxial modulus: (001) 563.4 GPa, (111) 568.7 GPa, difference 0.94 %
R (nm), fixed-gap stress (GPa), simulated stress (GPa), energy bound (GPa)
  10.00   2.817   2.773   16.78
  12.11   2.327   2.220   15.25
  14.66   1.922   2.240   13.86
  17.75   1.587   1.705   12.60
  21.49   1.311   1.381   11.45
  26.02   1.083   1.047   10.41
fitted exponent 0.981 +/- 0.125
 distance from p=1: -0.15 sd; from p=1/2: 3.85 sd
 chi-square (5 degrees of freedom): p=1 2.95, p=1/2 17.75
neglected effects, design b (margin to midpoint 0.25)
 radius error 5 %: exponent shift -0.0120 (formula -0.0117), sd 0.1411
 effective error 0.1118; ratio needed a 1.707, b 2.913
 thermal mismatch 2e-06 /K times 100 K: stress 0.113 GPa
 p=1 with added tension reads 0.938; p=1/2 with compression 0.527
 softening coefficient 5: p=1 reads 0.984, p=1/2 bound 0.450
 strain at 10 nm: fixed gap 0.50 %, linear energy bound 2.98 %
 largest closable gap: 0.596 nm at 10.0 nm, 0.961 nm at 26.0 nm
\end{verbatim}
